Spherical averages U and J of the Coulomb interaction in atomic shells

An atom with a partly filled d or f shell can hold several electrons in orbitals of nearly the same energy and size. Their mutual repulsion depends on which orbitals are occupied and on how the spins are aligned. Written out in full, this repulsion is a table with four orbital indices: 5⁴ = 625 entries for a d shell and 7⁴ = 2401 for an f shell, many of them zero. A mean-field treatment of such a shell can keep two numbers instead, a repulsion U and an exchange energy J. The question is which averages of the full table these numbers are, and how they follow from the few radial integrals that determine it.

Take the 2l+1 orbitals of one shell, R(r)Y_lm, orthonormal and with a common real radial function R. Hartree atomic units are used, so the interaction is 1/r₁₂. For orbitals a, b, c, d define

V(ab,cd) = ∫∫ a*(1) b*(2) c(1) d(2) / r₁₂.

The element V(ab,ab) is the direct repulsion of the charge clouds of a and b. The element V(ab,ba) is the exchange integral, which is subtracted when the two electrons have parallel spins. Two averages are now defined, one over all ordered pairs and one over distinct pairs:

U = (2l+1)⁻² Σ_ab V(ab,ab),

U − J = [2l(2l+1)]⁻¹ Σ_{a≠b} [V(ab,ab) − V(ab,ba)].

U is the mean repulsion of two electrons with opposite spins, which may share an orbital. U − J is the mean interaction of two electrons with parallel spins, which may not. J is thus defined through a difference of averages. It is not the plain mean of V(ab,ba) over distinct orbitals, and the two will turn out to differ.

The terms with a = b can be restored in the second sum at no cost, because V(aa,aa) − V(aa,aa) = 0. Both definitions then involve unrestricted sums over the shell. Such sums do not depend on the choice of orbitals. If a′ = Σ_i C_ai i with C unitary, then

Σ_a a′(1) a′*(2) = Σ_ij (Σ_a C_ai C*_aj) i(1) j*(2) = Σ_i i(1) i*(2),

and both sums are built from this combination, as the next steps show. U and J are therefore the same for complex harmonics, for real orbitals, and for any other orthonormal set spanning the shell.

To evaluate the sums, let γ be the angle between the two position vectors, and r< and r> the smaller and larger of the two radii. The generating function of the Legendre polynomials gives

1/r₁₂ = Σ_k (r<^k / r>^(k+1)) P_k(cos γ).

With u(r) = rR(r), normalized so that ∫u² dr = 1, the radial parts collect into the Slater integrals

F^k = ∫∫ u²(r) u²(s) r<^k / r>^(k+1) dr ds.

These are the full integrals; no numerical denominators have been absorbed into them. The angular parts need the addition theorem,

Σ_m Y_lm(1) Y*_lm(2) = [(2l+1)/4π] P_l(cos γ),

and its special case at coinciding directions, where P_l(1) = 1:

Σ_m |Y_lm|² = (2l+1)/4π.

A further tool is the integral over both directions of a function g of cos γ. Fixing the first direction as the polar axis for the second gives 2π∫g(x)dx, with x from −1 to 1, and the first direction then contributes 4π:

∫∫ g(cos γ) dΩ₁ dΩ₂ = 8π² ∫ g(x) dx.

In the direct sum, the orbital densities add up separately for each electron, and each total is spherical. The angular factor multiplying F^k is

[(2l+1)/4π]² · 8π² ∫ P_k(x) dx.

The integral is 2 for k = 0 and vanishes otherwise, since P_k is orthogonal to P_0 = 1. The factor for k = 0 is (2l+1)²·16π²/16π² = (2l+1)², so

Σ_ab V(ab,ab) = (2l+1)² F^0, and hence U = F^0.

In the exchange sum, the orbital a appears as a*(1)a(2) and b as b(1)b*(2). Each sum gives [(2l+1)/4π]P_l(cos γ) times the radial functions. The angular factor multiplying F^k is now

[(2l+1)/4π]² · 8π² ∫ P_l² P_k dx = (2l+1)² w_k, with w_k = ½ ∫ P_l² P_k dx.

Therefore

Σ_ab V(ab,ba) = (2l+1)² Σ_k w_k F^k.

Because P_l² is an even polynomial of degree 2l, it is orthogonal to P_k for odd k and for k > 2l. The sum runs over k = 0, 2, ..., 2l. The normalization ∫P_l² dx = 2/(2l+1) gives w_0 = 1/(2l+1).

Inserting both sums into the definition of U − J,

U − J = [(2l+1)/(2l)] [F^0 − F^0/(2l+1) − Σ_{k≥2} w_k F^k].

The first two terms in the bracket combine to F^0·2l/(2l+1), which the prefactor turns into F^0. Since U = F^0, what remains is

J = [(2l+1)/(2l)] Σ_{k=2,4,...,2l} w_k F^k.

The monopole integral F^0 has dropped out of J. The F^0 part of the exchange sum, (2l+1)F^0, comes only from the terms with a = b, because distinct orbitals are orthogonal. Subtracting it takes the F^0 part of the direct sum from (2l+1)²F^0 to 2l(2l+1)F^0, which is F^0 for each ordered distinct pair.

The weights follow from expanding P_l² in Legendre polynomials. Since ½∫P_k² dx = 1/(2k+1), the coefficient of P_k divided by 2k+1 is w_k. For d orbitals, P_2 = (3x²−1)/2 and P_4 = (35x⁴−30x²+3)/8, so

P_2² = (9x⁴ − 6x² + 1)/4 = 1/5 + (2/7)P_2 + (18/35)P_4.

The coefficient 18/35 matches x⁴, since (18/35)(35/8) = 9/4. For x², −(18/35)(30/8) + (2/7)(3/2) = −27/14 + 6/14 = −3/2, as required. The constant is 1/5 − 1/7 + 27/140 = 1/4. Hence w_2 = (2/7)/5 = 2/35 and w_4 = (18/35)/9 = 2/35. The prefactor is 5/4, and

J = (5/4)(2/35)(F^2 + F^4) = (F^2 + F^4)/14 for a d shell.

For f orbitals, P_3 = (5x³−3x)/2 and P_6 = (231x⁶−315x⁴+105x²−5)/16, and the same matching from the highest power down gives

P_3² = (25x⁶ − 30x⁴ + 9x²)/4 = 1/7 + (4/21)P_2 + (18/77)P_4 + (100/231)P_6.

The powers check in turn:

x⁶: (100/231)(231/16) = 25/4,
x⁴: −375/44 + 45/44 = −15/2,
x²: 125/44 − 135/154 + 2/7 = 9/4,
x⁰: −125/924 + 81/924 − 88/924 + 132/924 = 0.

Dividing by 5, 9 and 13 gives w_2 = 4/105, w_4 = 2/77 and w_6 = 100/3003. Multiplication by 7/6 turns these into 2/45, 1/33 and 50/1287. Over the common denominator 6435 they are 286, 195 and 250:

J = (286F^2 + 195F^4 + 250F^6)/6435 for an f shell.

The same formula covers a p shell. There P_1² = x² = 1/3 + (2/3)P_2, so w_2 = 2/15 and J = (3/2)(2/15)F^2 = F^2/5. For an s shell there is no pair of distinct orbitals, and J is not defined.

A limiting case sets the scale of J. The integrand of F^k is positive and contains (r</r>)^k/r>, so every F^k is positive and none exceeds F^0. If all the charge sat at one radius r₀, every F^k would equal 1/r₀. The ratio J/U would then be 2/14 = 1/7 ≈ 0.143 for d and 731/6435 ≈ 0.114 for f. These are upper bounds for the bare interaction; a shell of finite thickness lies below them, because the higher multipoles are weakened whenever the two radii differ.

The plain mean of the exchange integrals can be worked out for the d shell. Inserting the addition theorem for P_k into the multipole expansion gives, in complex harmonics,

V(m₁m₂,m₃m₄) = δ(m₁+m₂, m₃+m₄) Σ_k c^k(m₁,m₃) c^k(m₄,m₂) F^k,

c^k(m,m′) = √(4π/(2k+1)) ∫ Y*_lm Y_k,m−m′ Y_lm′ dΩ.

The Kronecker delta comes from the two azimuthal integrals. For m = m′ the coefficient is the mean of P_k(cos θ) in the orbital m. For m = ±2 the density in x = cos θ is (15/16)(1−x²)², with ⟨x²⟩ = 1/7 and ⟨x⁴⟩ = 1/21. For m = ±1 it is (15/4)x²(1−x²), with ⟨x²⟩ = 3/7 and ⟨x⁴⟩ = 5/21. For m = 0 it is (5/2)P_2², so the mean of P_k is 5w_k. Thus

c²(m,m) = −2/7, 1/7, 2/7 and c⁴(m,m) = 1/21, −4/21, 2/7 for |m| = 2, 1, 0.

The m = 0 orbital is real, and its self-repulsion is F^0 + (4/49)(F^2 + F^4). Every other normalized real d orbital has the same value. The angular part of such an orbital is Σ_ij Q_ij n_i n_j, where n is the unit direction vector and Q a real symmetric matrix of zero trace. The self-repulsion is a polynomial of fourth degree in Q that rotations leave unchanged, hence a symmetric polynomial in the three eigenvalues. With the sum of the eigenvalues equal to zero, the sole possibility at fourth degree is a multiple of (Tr Q²)², and normalization fixes Tr Q². Since F^2 + F^4 = 14J, the self-repulsion is

V(aa,aa) = U + (4·14/49)J = U + 8J/7 for real d orbitals.

Removing these five terms from the direct sum 25U leaves the mean over the 20 ordered distinct pairs,

[25U − 5(U + 8J/7)]/20 = U − 2J/7.

The mean of direct minus exchange over the same pairs is U − J, so the mean exchange integral is (U − 2J/7) − (U − J) = 5J/7.

In complex harmonics the result is different. The exchange sum over all pairs contains 25·(2/35) = 10/7 of both F^2 and F^4. The terms with equal orbitals contribute Σ_m c²(m,m)² = (8+2+4)/49 = 2/7 of F^2 and Σ_m c⁴(m,m)² = (2+32+36)/441 = 10/63 of F^4. The F^0 parts, 5F^0 in each sum, cancel. Subtracting and dividing by 20 gives 2F^2/35 + 4F^4/63. A number obtained by averaging exchange integrals must therefore be converted before it is used as J, and the conversion depends on the orbital basis. For real d orbitals the factor is 7/5. For complex harmonics it also depends on the ratio F^4/F^2.

The averages also have a many-electron meaning. Put N↑ and N↓ electrons in the shell, write M = 2l+1, and average the interaction energy over all determinants with these spin numbers. Each orbital pair for opposite spins is occupied with probability N↑N↓/M², and the direct integrals sum to M²U. Each unordered pair for one spin σ is occupied with probability N_σ(N_σ−1)/[M(M−1)], and direct minus exchange sums to M(M−1)(U−J)/2 over these pairs. Hence

E_av = U N↑N↓ + ½(U − J) Σ_σ N_σ(N_σ − 1).

This is the mean over a set of determinants, and in general not the energy of a single multiplet.

For numerical values, take model shells u ∝ r^n e^(−ζr). Normalization gives a factor (2ζ)^(2n+1)/(2n)! in u². The two regions r > s and r < s contribute equally to F^k, so it is enough to double the first. Setting s = rt there gives ds = r dt and r<^k/r>^(k+1) = t^k/r, and the two factors of r cancel. The remaining r integral is

∫ r^(4n) e^(−2ζr(1+t)) dr = (4n)! / [2ζ(1+t)]^(4n+1),

with r from 0 to infinity. Collecting the factors,

F^k = 4ζ [(4n)!/((2n)!)²] ∫ t^(2n+k) (1+t)^(−4n−1) dt,

with t from 0 to 1. Every F^k is proportional to ζ. At fixed n and l, a larger ζ makes the shell more compact and raises U and J by the same factor, so within this model J/U depends on n and l alone.

For a 3d shell with n = 3 and ζ = 3 bohr⁻¹, the integrals are F^0 = 0.7744, F^2 = 0.4088 and F^4 = 0.2666 hartree. Then

U = 0.7744 hartree = 21.07 eV,

J = (0.4088 + 0.2666)/14 = 0.0482 hartree = 1.313 eV.

For a 4f shell with n = 4 and ζ = 5 bohr⁻¹, F^0 = 1.0045, F^2 = 0.5628, F^4 = 0.3760 and F^6 = 0.2782 hartree. Then

U = 1.0045 hartree = 27.33 eV,

J = (160.96 + 73.33 + 69.55)/6435 = 0.0472 hartree = 1.285 eV.

The ratios J/U are 0.062 and 0.047, which is 44 and 41 percent of the thin-shell bounds. The two values of J are close although the values of U differ by some 6 eV, but this depends on the chosen exponents, since each J scales with its own ζ.

In the 3d model the plain exchange mean is 0.0345 hartree for real orbitals, which is 5J/7, and 0.0403 hartree for complex ones. Both lie below J = 0.0482 hartree. Using the first in place of J would make it too small by 2/7, or 29 percent of J.

Two parallel-spin d electrons show what averaging hides. The ten orbital pairs form a ³F level of seven orbital states and a ³P level of three. Diagonalization puts them at 0.70223 and 0.78203 hartree. Their weighted mean is

(7·0.70223 + 3·0.78203)/10 = 0.7262 hartree = U − J.

The splitting, 0.0798 hartree, is larger than J itself. U and J reproduce the centre of the levels but do not fix their separation. That is (45F^2 − 25F^4)/147, a different combination of F^2 and F^4 from the one in J.

For four d electrons, the average with all spins parallel is 6(U−J) = 4.357 hartree. With two up and two down it is 4U + 2(U−J) = 4.550 hartree. The difference is 4J = 0.193 hartree, or 5.25 eV: aligning the spins lowers the average repulsion, in the direction of Hund's first rule. This comparison uses one fixed radial function for both spin arrangements. It does not by itself explain the rule in real atoms, where the orbitals relax differently in each spin state and the kinetic and nuclear-attraction energies change as well.

The angular algebra was tested against repulsion integrals over Gaussian d and f shells, evaluated without a multipole expansion. All tensor elements agree within 10⁻⁹ hartree, and so do U and J; the values appear in the numerical output.

The derivation used two properties of the interaction: it is the same for all spins, and it depends on the two radii and the angle γ. A screened static interaction with these properties can also be expanded in P_k(cos γ), and the formulas hold with F^k computed from its radial coefficients. The bounds on J/U need not carry over, because they relied on the bare form r<^k/r>^(k+1). In a solid, a non-spherical surrounding can make the screened interaction depend on direction as well, and the single elements V(ab,cd) then no longer follow from the F^k alone. The averages are less sensitive. In both sums over the shell the interaction is weighted by a function of r₁, r₂ and γ only, so all that enters is its average over common rotations of the two electrons. The formulas for U and J therefore still hold, with F^k taken from this rotational average. Mixing with neighbouring orbitals is different, because it changes the shell itself. The averages defining U and J can still be taken, but they need not equal these combinations of Slater integrals. The model values above contain neither screening nor relaxation of the orbitals, so they describe bare repulsion in a fixed shell and should not be used as effective parameters for a material.

Calculated quantities

```
weight w_0 for l=2: 1/5
weight w_2 for l=2: 2/35
weight w_4 for l=2: 2/35
weight w_0 for l=3: 1/7
weight w_2 for l=3: 4/105
weight w_4 for l=3: 2/77
weight w_6 for l=3: 100/3003
Gaussian shell l=2: U direct 0.81705251, F^0 0.81705251 hartree
Gaussian shell l=2: J direct 0.05250260, formula 0.05250260 hartree
Gaussian shell l=3: U direct 0.71122250, F^0 0.71122250 hartree
Gaussian shell l=3: J direct 0.03323512, formula 0.03323512 hartree
3d model: n = 3, zeta = 3.0 1/bohr
3d F^0 = 0.774414 hartree
3d F^2 = 0.408789 hartree
3d F^4 = 0.266602 hartree
3d F^4/F^2 = 0.65217
3d U = 0.774414 hartree = 21.0729 eV
3d J = 0.048242 hartree = 1.3127 eV
4f model: n = 4, zeta = 5.0 1/bohr
4f F^0 = 1.004524 hartree
4f F^2 = 0.562804 hartree
4f F^4 = 0.376037 hartree
4f F^6 = 0.278206 hartree
4f F^4/F^2 = 0.66815
4f F^6/F^2 = 0.49432
4f U = 1.004524 hartree = 27.3345 eV
4f J = 0.047217 hartree = 1.2848 eV
3d self-repulsion, real orbital = 0.829548 hartree
3d mean direct, distinct real = 0.760631 hartree
3d mean exchange, distinct real = 0.034459 hartree
3d mean exchange, distinct complex = 0.040286 hartree
d2 triplet F level (7 states) = 0.702232 hartree
d2 triplet P level (3 states) = 0.782031 hartree
d2 weighted triplet mean = 0.726172 hartree
3d U - J = 0.726172 hartree
d4 mean energy, 4 up 0 down = 4.357031 hartree
d4 mean energy, 2 up 2 down = 4.550000 hartree
d4 difference = 0.192969 hartree; 4J = 0.192969 hartree
```
